# Right-preconditioned GMRES with a preconditioner that changes between iterations: test program

```python
"""
Result under test: for A x = b with a preconditioner P_j that changes from
step to step, the residual predicted by the Arnoldi recurrence belongs to
x_flex = sum_j y_j z_j, z_j = P_j(v_j)   (flexible GMRES),
and not to x_std = P_final(sum_j y_j v_j) (standard right-preconditioned GMRES).
Symbols: A = E + i*eta - H, H = -(hbar^2/2m) d^2/dx^2 + V(x) on a grid,
b = normalised source, v_j = orthonormal basis, z_j = preconditioned vectors,
y = least-squares coefficients. Energies in eV, lengths in angstrom.
"""
import numpy as np
from numpy.linalg import norm
from scipy import constants as const


def flexible_arnoldi(matrix, rhs, precondition, max_steps, tol):
    """Return V, Z, Hessenberg matrix, coefficients and predicted residuals."""
    beta = norm(rhs)
    basis = [np.asarray(rhs, dtype=complex) / beta]
    stored, coeffs, predicted = [], [], []
    hess = np.zeros((max_steps + 1, max_steps), dtype=complex)
    for j in range(max_steps):
        z = precondition(j, basis[j])
        stored.append(z)
        w = (matrix @ z).astype(complex)
        size = norm(w)
        for _ in range(2):  # second pass removes rounding errors
            for i in range(j + 1):
                c = np.vdot(basis[i], w)
                hess[i, j] += c
                w = w - c * basis[i]
        sub = norm(w)
        broke = sub < 1e-12 * size
        hess[j + 1, j] = 0.0 if broke else sub
        target = np.zeros(j + 2, dtype=complex)
        target[0] = beta
        block = hess[:j + 2, :j + 1]
        y = np.linalg.lstsq(block, target, rcond=None)[0]
        coeffs.append(y)
        predicted.append(norm(target - block @ y))
        if broke:
            break
        basis.append(w / sub)
        if predicted[-1] < tol * beta:
            break
    m = len(stored)
    return (np.array(basis).T, np.array(stored).T, hess[:m + 1, :m],
            coeffs, np.array(predicted))


# ---------- model ----------
points, spacing = 200, 0.2
energy, eta = 2.0, 0.2
well_depth, well_width = 3.0, 3.0
source_centre, source_width = 5.0, 1.0
damping_a, damping_b = 1.0, 2.0
inner_steps, outer_tol = 3, 1e-9
kin = const.hbar**2 / (2 * const.m_e) / const.e * 1e20  # eV angstrom^2
x = (np.arange(points) - (points - 1) / 2) * spacing
kinetic = kin / spacing**2 * (2 * np.eye(points)
                              - np.eye(points, k=1) - np.eye(points, k=-1))
potential = -well_depth * np.exp(-x**2 / (2 * well_width**2))
hamiltonian = kinetic + np.diag(potential)
identity = np.eye(points)
A = (energy + 1j * eta) * identity - hamiltonian
b = np.exp(-(x - source_centre)**2 / (2 * source_width**2))
b = b / norm(b)
x_direct = np.linalg.solve(A, b)
levels, states = np.linalg.eigh(hamiltonian)
dos_exact = np.sum((states.T @ b)**2 * eta / np.pi
                   / ((energy - levels)**2 + eta**2))

P_a = np.linalg.inv((energy + 1j * damping_a) * identity - kinetic)
P_b = np.linalg.inv((energy + 1j * damping_b) * identity - kinetic)


def fixed(j, v):
    return P_a @ v


def alternating(j, v):
    return (P_a if j % 2 == 0 else P_b) @ v


def inner_gmres(j, v):
    _, Z, _, ys, _ = flexible_arnoldi(A, v, fixed, inner_steps, 0.0)
    return Z @ ys[-1]


def dos(solution):
    return -np.vdot(b, solution).imag / np.pi


def study(precondition, final_maps):
    """Run the solver, test the flexible residual, form standard iterates."""
    V, Z, hess, ys, pred = flexible_arnoldi(A, b, precondition,
                                            points, outer_tol)
    m = Z.shape[1]
    assert pred[-1] < outer_tol
    assert norm(A @ Z - V @ hess) < 1e-9 * norm(A @ Z)
    flex = [Z[:, :k + 1] @ ys[k] for k in range(m)]
    true_flex = np.array([norm(b - A @ s) for s in flex])
    assert np.max(np.abs(true_flex - pred)) < 1e-10
    assert np.all(np.diff(true_flex) < 1e-10)
    # minimality against a dense least-squares problem in the stored space
    AZ = A @ Z[:, :3]
    best = np.linalg.lstsq(AZ, b.astype(complex), rcond=None)[0]
    assert abs(norm(b - AZ @ best) - true_flex[2]) < 1e-10
    std = [[f(V[:, :k + 1] @ ys[k]) for k in range(m)] for f in final_maps]
    true_std = np.array([[norm(b - A @ s) for s in row] for row in std])
    # error bound from the damping: |x - x_direct| <= |residual| / eta
    for s in [flex[-1]] + [row[-1] for row in std]:
        assert norm(s - x_direct) <= norm(b - A @ s) / eta + 1e-10
    assert abs(dos(flex[-1]) - dos_exact) < 1e-7
    return V, Z, hess, ys, pred, flex, true_flex, std, true_std


# ---------- fixed preconditioner: both methods coincide ----------
run_f = study(fixed, [lambda u: P_a @ u])
fixed_gap = max(norm(s - t) for s, t in zip(run_f[5], run_f[7][0]))
assert fixed_gap < 1e-10

# ---------- alternating linear preconditioners ----------
run_a = study(alternating, [lambda u: P_a @ u, lambda u: P_b @ u])
V, Z, hess, ys, pred, flex, true_flex, std, true_std = run_a
assert true_std.min() > 1e-3
for row, P_final in zip(std, (P_a, P_b)):
    for k in range(len(ys)):
        y = ys[k]
        target = np.zeros(k + 2, dtype=complex)
        target[0] = norm(b)
        recurrence = V[:, :k + 2] @ (target - hess[:k + 2, :k + 1] @ y)
        change = sum(y[j] * ((P_a if j % 2 == 0 else P_b) - P_final) @ V[:, j]
                     for j in range(k + 1))
        actual = b - A @ row[k]
        assert norm(actual - recurrence - A @ change) < 1e-9
        assert norm(actual) >= norm(A @ change) - pred[k] - 1e-9

# ---------- inner GMRES as a nonlinear preconditioner ----------
run_i = study(inner_gmres, [lambda u: inner_gmres(0, u)])
Vi, Zi, yi = run_i[0], run_i[1], run_i[3][-1]
assert run_i[8].min() > 1e-3
v1, v2 = Vi[:, 0], Vi[:, 1]
joint = inner_gmres(0, v1 + v2)
nonadditivity = norm(joint - inner_gmres(0, v1) - inner_gmres(0, v2)) / norm(joint)
assert nonadditivity > 1e-3
scale = 2.0 - 3.0j
assert norm(inner_gmres(0, scale * v1) - scale * inner_gmres(0, v1)) < 1e-10
u = Vi[:, :len(yi)] @ yi
final_x = inner_gmres(0, u)
inner_res = [norm(Vi[:, j] - A @ Zi[:, j]) for j in range(len(yi))]
inner_res.append(norm(u - A @ final_x) / norm(u))
eps = max(inner_res)
assert eps < 1
discrepancy = norm(A @ (Zi @ yi - final_x))
bound = eps * (norm(yi) + np.sum(np.abs(yi)))
assert discrepancy <= bound * (1 + 1e-10)

# ---------- restarted flexible GMRES: guaranteed factor per cycle ----------
cycle_length, cycles = 3, 6
x_restart = np.zeros(points, dtype=complex)
residual = b.astype(complex)
factors, guarantees = [], []
for _ in range(cycles):
    Vr, Zr, _, yr, _ = flexible_arnoldi(A, residual, inner_gmres,
                                        cycle_length, 0.0)
    guarantees.append(norm(Vr[:, 0] - A @ Zr[:, 0]))
    x_restart = x_restart + Zr @ yr[-1]
    new_residual = b - A @ x_restart
    factors.append(norm(new_residual) / norm(residual))
    assert factors[-1] <= guarantees[-1] * (1 + 1e-8)
    residual = new_residual

# ---------- breakdown with and without a solution ----------
_, Zs, Hs, _, ps = flexible_arnoldi(
    np.eye(2), np.array([1.0, 0.0]),
    lambda j, v: v[::-1] if j == 0 else v, 2, 0.0)
assert Hs[2, 1] == 0 and abs(np.linalg.det(Hs[:2, :2])) < 1e-14
assert np.linalg.matrix_rank(Zs) == 1 and abs(ps[-1] - 1) < 1e-14
rng = np.random.default_rng(4)
small = 4 * np.eye(5) + rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
diagonals = rng.uniform(0.5, 2.0, size=(5, 5))
_, Zg, Hg, _, pg = flexible_arnoldi(small, rng.normal(size=5),
                                    lambda j, v: diagonals[j] * v, 5, 0.0)
assert Zg.shape[1] == 5 and Hg[5, 4] == 0
assert np.linalg.matrix_rank(Zg) == 5 and pg[-1] < 1e-10

# ---------- output ----------
print(f"hbar^2/(2m) = {kin:.5f} eV angstrom^2")
print(f"grid: {points} points, spacing {spacing} angstrom")
print(f"E = {energy} eV, eta = {eta} eV")
print(f"well: depth {well_depth} eV, width {well_width} angstrom")
print(f"source: centre {source_centre}, width {source_width} angstrom")
print(f"preconditioner dampings: {damping_a} and {damping_b} eV")
print(f"inner steps = {inner_steps}, outer tolerance = {outer_tol:.0e}")
print("All residuals are relative to |b| = 1 (dimensionless)")
print(f"FIXED: steps = {len(run_f[4])}, residual = {run_f[6][-1]:.2e}")
print(f"  largest |x_flex - x_std| = {fixed_gap:.1e} 1/eV")
print("ALTERNATING: step, predicted, flexible, standard(a), standard(b)")
total = len(pred)
for k in sorted({n for n in (1, 2, 3, 5, 10, 20, 30) if n < total} | {total}):
    print(f"  {k:3d} {pred[k-1]:.3e} {true_flex[k-1]:.3e}"
          f" {true_std[0, k-1]:.4f} {true_std[1, k-1]:.4f}")
print(f"  smallest standard residual, any step = {true_std.min():.4f}")
print(f"  stored vectors: standard {V.shape[1]},"
      f" flexible {V.shape[1] + Z.shape[1]}")
print("INNER GMRES: step, predicted, flexible, standard")
total = len(run_i[4])
for k in sorted({n for n in (1, 2, 3, 5, 8, 12, 20) if n < total} | {total}):
    print(f"  {k:3d} {run_i[4][k-1]:.3e} {run_i[6][k-1]:.3e}"
          f" {run_i[8][0, k-1]:.4f}")
print(f"  relative non-additivity of inner solve = {nonadditivity:.4f}")
print(f"  largest inner relative residual = {eps:.4f}")
print(f"  final discrepancy |d| = {discrepancy:.4f}, bound = {bound:.4f}")
print("PROJECTED DENSITY OF STATES in 1/eV")
print(f"  sum over eigenstates      = {dos_exact:.8f}")
print(f"  alternating, flexible     = {dos(flex[-1]):.8f}")
print(f"  alternating, standard (a) = {dos(std[0][-1]):.8f}")
print(f"  alternating, standard (b) = {dos(std[1][-1]):.8f}")
print(f"  inner GMRES, flexible     = {dos(run_i[5][-1]):.8f}")
print(f"  inner GMRES, standard     = {dos(run_i[7][0][-1]):.8f}")
print(f"RESTART: {cycles} cycles of {cycle_length} steps,"
      f" residual = {norm(residual):.2e}")
print(f"  largest cycle factor = {max(factors):.4f},"
      f" largest guarantee = {max(guarantees):.4f}")
print(f"BREAKDOWN: singular 2x2 case residual = {ps[-1]:.4f}")
print(f"  full-rank 5x5 case residual = {pg[-1]:.1e}")
print("done: every assertion held")
```

Running it gives:

```
hbar^2/(2m) = 3.80998 eV angstrom^2
grid: 200 points, spacing 0.2 angstrom
E = 2.0 eV, eta = 0.2 eV
well: depth 3.0 eV, width 3.0 angstrom
source: centre 5.0, width 1.0 angstrom
preconditioner dampings: 1.0 and 2.0 eV
inner steps = 3, outer tolerance = 1e-09
All residuals are relative to |b| = 1 (dimensionless)
FIXED: steps = 21, residual = 4.71e-10
  largest |x_flex - x_std| = 4.9e-16 1/eV
ALTERNATING: step, predicted, flexible, standard(a), standard(b)
    1 6.497e-01 6.497e-01 0.6497 0.6990
    2 4.989e-01 4.989e-01 0.5176 0.7040
    3 3.608e-01 3.608e-01 0.6314 0.7438
    5 1.952e-01 1.952e-01 0.8627 0.8971
   10 5.010e-02 5.010e-02 1.0560 1.0607
   20 2.493e-06 2.493e-06 1.0397 1.0427
   25 4.709e-11 4.709e-11 1.0397 1.0427
  smallest standard residual, any step = 0.5176
  stored vectors: standard 26, flexible 51
INNER GMRES: step, predicted, flexible, standard
    1 3.493e-01 3.493e-01 0.3493
    2 1.509e-01 1.509e-01 0.2315
    3 8.397e-02 8.397e-02 0.2116
    5 8.544e-03 8.544e-03 0.2239
    8 6.141e-05 6.141e-05 0.2270
   12 1.340e-08 1.340e-08 0.2270
   13 9.353e-10 9.353e-10 0.2270
  relative non-additivity of inner solve = 0.3030
  largest inner relative residual = 0.5248
  final discrepancy |d| = 0.2270, bound = 1.7463
PROJECTED DENSITY OF STATES in 1/eV
  sum over eigenstates      = 0.10041289
  alternating, flexible     = 0.10041289
  alternating, standard (a) = 0.13439762
  alternating, standard (b) = 0.09918582
  inner GMRES, flexible     = 0.10041289
  inner GMRES, standard     = 0.10217172
RESTART: 6 cycles of 3 steps, residual = 1.41e-07
  largest cycle factor = 0.0911, largest guarantee = 0.4999
BREAKDOWN: singular 2x2 case residual = 1.0000
  full-rank 5x5 case residual = 3.5e-15
done: every assertion held
```
